# The One-Fifth Law for Magnetic Droplets around Carriers in Antiferromagnetic Oxides

An extra electron in an antiferromagnetic oxide need not behave as an ordinary band electron when its spin is tied to the local moments. Strong Hund coupling hinders hopping between antiparallel moments, so the carrier may gain energy by turning nearby moments parallel and moving inside the resulting ferromagnetic droplet. The droplet's radius tells how many moments must turn and whether a continuum description is allowed. The radius follows from a competition between confinement and exchange.

**Model and energy reference**

Consider a simple cubic lattice of spacing \(a\), with core spins of length \(S\). Neighbouring spins interact through
\[
H_{\rm ex}=J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j,\qquad J>0, \tag{1}
\]
where each bond is counted once. The undisturbed state has two sublattices, A up and B down, and every neighbour of an A site is a B site. The core spins are first taken as classical and collinear.

One carrier hops between neighbouring sites with amplitude \(-t\), \(t>0\). Hund coupling is first taken as infinite, so the carrier's spin must point along the local core spin. Hopping conserves the carrier's spin. Since up and down spin states are orthogonal, the amplitude between antiparallel sites is zero, while between parallel sites it keeps its full value.

Energies are measured from the undisturbed antiferromagnet plus a carrier resting on one site in its Hund-aligned state. In this hard-wall model a carrier in the undisturbed antiferromagnet cannot hop and has zero energy. The carrier's own effect on the exchange bonds is neglected.

**Confinement energy**

In a large ferromagnetic region the carrier has the band energy
\[
\varepsilon(\mathbf k)=-2t\,(\cos k_xa+\cos k_ya+\cos k_za). \tag{2}
\]
For small \(ka\), \(\cos k_ia=1-k_i^2a^2/2+\dots\), so
\[
\varepsilon(\mathbf k)=-6t+ta^2k^2+\dots,\qquad ta^2=\frac{\hbar^2}{2m}. \tag{3}
\]
The second relation defines the band mass \(m\). Dropping the higher terms requires a droplet radius \(R\gg a\).

Take the droplet to be a sphere outside which the wavefunction vanishes. For angular momentum \(l\), write \(\psi=u(r)Y_{lm}/r\). The Laplacian then gives
\[
-u''+\frac{l(l+1)}{r^2}u=k^2u,\qquad u(0)=u(R)=0. \tag{4}
\]
The centrifugal term is positive, so the lowest level has \(l=0\). Its solution regular at the origin is \(u=\sin kr\), and \(u(R)=0\) first holds at \(k=\pi/R\). The confinement energy above the band bottom is therefore
\[
K(R)=\frac{\hbar^2\pi^2}{2mR^2}=\frac{\pi^2ta^2}{R^2}. \tag{5}
\]

**Exchange cost**

To make the droplet ferromagnetic, reverse its B spins. Each reversed spin has six A neighbours. Each of these bonds changes from \(-JS^2\) to \(+JS^2\), so one reversal costs
\[
6\times 2JS^2=12JS^2. \tag{6}
\]
No two reversed spins are neighbours, hence no bond is counted twice. This also holds at the droplet's edge, so the cost is \(12JS^2\) times the number of reversed spins, with no separate surface term.

Half of the droplet's sites belong to B. The cost per droplet site is therefore
\[
\epsilon=6JS^2, \tag{7}
\]
and a sphere contains about \((4\pi/3)(R/a)^3\) sites. Summing the bonds of a lattice droplet with \(R=8.2a\) gives 1.0019 times the cost that this volume estimate predicts. The small excess reflects how many lattice points fall inside that particular sphere.

**Minimization**

Adding the band bottom, confinement and exchange gives
\[
E(R)=-6t+\frac{\pi^2ta^2}{R^2}+\frac{4\pi}{3}\left(\frac Ra\right)^3\epsilon. \tag{8}
\]
The second term favours a large droplet and the third a small one. Differentiation gives
\[
\frac{dE}{dR}=-\frac{2\pi^2ta^2}{R^3}+\frac{4\pi R^2\epsilon}{a^3}=0. \tag{9}
\]
Multiply by \(R^3a^3/(4\pi\epsilon)\) to obtain \(R^5=\pi ta^5/(2\epsilon)\), or
\[
\boxed{R_0=a\left(\frac{\pi t}{2\epsilon}\right)^{1/5}
=a\left(\frac{\pi t}{12JS^2}\right)^{1/5}.} \tag{10}
\]
The fifth power is the sum of the two powers in (9): three from the confinement force and two from the growth of the droplet's surface. Minimizing the energy with the radial equation solved numerically, for \(t/\epsilon\) from 10 to \(10^5\), gives an exponent of 0.20000.

To see that (10) is a minimum, call the exchange term \(X\). Since \(K\propto R^{-2}\) and \(X\propto R^3\), equation (9) reads \(-2K/R+3X/R=0\). Hence
\[
X=\tfrac23K,\qquad E(R_0)=-6t+\tfrac53K(R_0). \tag{11}
\]
The second derivatives are \(6K/R^2\) and \(6X/R^2=4K/R^2\), so
\[
E''(R_0)=\frac{10K(R_0)}{R_0^2}>0. \tag{12}
\]

The radius is insensitive to the parameters. Halving \(J\) at fixed \(t\), \(a\) and \(S\) multiplies \(R_0\) by \(2^{1/5}=1.15\). The number of reversed spins, proportional to \(R_0^3\), grows by \(2^{3/5}=1.52\).

The exponent belongs to three dimensions. In a single atomic layer, a reversed spin has four neighbours and the cost per site is \(\epsilon_2=4JS^2\). The lowest level of a disc is \(\gamma^2ta^2/R^2\), measured from the layer's band bottom, where \(\gamma\simeq2.405\) is the first zero of the Bessel function \(J_0\). Minimizing \(\gamma^2ta^2/R^2+\pi(R/a)^2\epsilon_2\) gives
\[
-\frac{2\gamma^2ta^2}{R^3}+\frac{2\pi R\epsilon_2}{a^2}=0
\quad\Rightarrow\quad
R=a\left(\frac{\gamma^2t}{\pi\epsilon_2}\right)^{1/4}. \tag{13}
\]
The area grows more slowly with radius than the volume does, and the exponent rises to one quarter.

**When the stationary droplet is stable**

A minimum with respect to radius may still lie above the energy of a carrier without a droplet. In the hard-wall model that energy is zero, so (11) requires \((5/3)K(R_0)<6t\). Inserting (5),
\[
\frac{R_0}{a}>\sqrt{\frac{5\pi^2}{18}}=1.656. \tag{14}
\]
Equation (10) inverted reads \(t/\epsilon=(2/\pi)(R_0/a)^5\). The condition becomes
\[
\frac t\epsilon>\frac2\pi\left(\frac{5\pi^2}{18}\right)^{5/2}=7.92. \tag{15}
\]
This threshold lies at a radius below two lattice spacings, where \(R\gg a\) fails. It is the threshold of the continuum formula only. On the lattice a single reversed spin already binds the carrier once \(\sqrt6\,t>2\epsilon\), or \(t/\epsilon>0.82\), as (19) below shows. Even that onset exists only because the spins are held collinear. Tilting one classical spin by an angle \(\delta\) opens a hopping \(t\sin(\delta/2)\) to its six neighbours. This gains \(\sqrt6\,t\sin(\delta/2)\) and costs \(12JS^2\sin^2(\delta/2)\). For \(\sqrt6\,t<24JS^2\) the minimum is \(-t^2/(8JS^2)\), which is negative however large \(J\) is.

**What the lattice changes**

An up carrier can step from a reversed B site onto any neighbouring A site, even one just outside the nominal sphere. From there it can return to reversed sites, but the unreversed B sites beyond are closed to it. The effective wall thus lies at \(R+d\), with \(d\) a fraction of \(a\).

Define the radius of a lattice droplet with \(N\) reversed spins by \((4\pi/3)(R/a)^3=2N\). Diagonalizing the hopping on droplets with \(R\) between \(4a\) and about \(11a\), and matching each lowest level to \(-6t+\pi^2ta^2/(R+d)^2\), gives a mean \(d=0.51a\) with a scatter of \(0.02a\). The shift stays bounded as the droplet grows, as the asymptotic law requires.

The exchange cost still depends on \(R\), since it counts reversed spins. Minimization now gives
\[
-\frac{2\pi^2ta^2}{(R+d)^3}+\frac{4\pi R^2\epsilon}{a^3}=0
\quad\Rightarrow\quad
(R+d)^3R^2=R_0^5. \tag{16}
\]
For \(d\ll R\), the left side is \(R^5+3dR^4\) to first order in \(d\). Setting \(R=R_0-\delta\) gives \(-5R_0^4\delta+3dR_0^4=0\), so
\[
R\simeq R_0-\tfrac35d. \tag{17}
\]
The correction is a fixed length, and its relative size vanishes as \(R_0\) grows. Taking the logarithmic derivative of (16) at fixed \(d\) gives the local exponent
\[
\frac{d\ln R}{d\ln(t/\epsilon)}=\frac{1}{2+3R/(R+d)}, \tag{18}
\]
which exceeds \(1/5\) at finite radius and approaches it for \(R\gg d\).

Lattice droplets minimized over \(t/\epsilon=300\) to \(20\,000\) show this behaviour. Their radii follow an exponent of 0.215. When \((R+d)^{3/5}R^{2/5}\) is used instead, as (16) prescribes, the exponent is 0.202 and the mean ratio to (10) is 0.993. The uncorrected radius is 0.915 of the formula on average in the lowest quarter of the range (on a logarithmic scale) and 0.953 in the highest.

Small droplets can be solved by hand. Applying the hopping twice connects reversed sites through their common neighbours. The lowest energy is \(-t\sqrt\lambda\), where \(\lambda\) is the largest eigenvalue of the matrix counting these neighbours; the sign follows because changing the wavefunction's sign on one sublattice reverses the hopping energy. One reversed spin has six neighbours, so \(\lambda=6\) and
\[
E_1=-\sqrt6\,t+12JS^2. \tag{19}
\]
Next reverse the six B spins around one A site. Each reversed site has six neighbours of its own. It shares two with each of four other reversed sites, and one with the site opposite. Every row of the matrix sums to \(6+4\times2+1=15\). The uniform vector is therefore an eigenvector, and being positive for a matrix of positive entries it has the largest eigenvalue. Thus
\[
E_6=-\sqrt{15}\,t+72JS^2. \tag{20}
\]

**A worked example**

Take the round values \(a=0.4\) nm, \(t=0.2\) eV, \(J=1\) meV and \(S=3/2\). Equation (3) gives a band mass of 1.19 electron masses. The exchange cost is
\[
\epsilon=6(1\ {\rm meV})(1.5)^2=13.5\ {\rm meV},\qquad
\frac t\epsilon=\frac{200}{13.5}=14.8. \tag{21}
\]
The continuum radius is
\[
\frac{R_0}{a}=\left(\frac{\pi\times14.8}{2}\right)^{1/5}=1.88,
\qquad R_0=0.75\ {\rm nm}\;(7.5\ \text{Å}). \tag{22}
\]
This sphere holds about 28 sites, 14 of them reversed. Its energy in eV is
\[
E(R_0)=-1.200+0.561+0.374=-0.266, \tag{23}
\]
where the terms are the band bottom, confinement and exchange, and the sum uses unrounded values.

The radius is less than two lattice spacings, so (22) is an estimate of scale. Diagonalization of the hard-wall lattice droplets finds the best one to have six reversed spins and \(R=1.42a\). Equation (20) reproduces its energy:
\[
E_6=-\sqrt{15}(0.2)+72(0.001)(2.25)=-0.613\ {\rm eV}. \tag{24}
\]
The continuum thus overestimates the radius by about a third and misses more than half of the binding. The displaced wall accounts for much of this. With \(d=0.51a\), although that value was found for larger droplets, (16) gives \(R\simeq1.59a\), and the corresponding energy is about \(-0.53\) eV.

**Leakage and quantum core spins**

The zero-energy free carrier rests on infinite Hund coupling and classical spins. Both assumptions matter here. On a site with core spin state \(|-S\rangle\), an up electron is not an eigenstate of the Hund coupling. The state of total spin \(S+\tfrac12\) with the same spin projection follows by raising \(|-S,\downarrow\rangle\) once:
\[
\frac{\sqrt{2S}\,|-S+1,\downarrow\rangle+|-S,\uparrow\rangle}{\sqrt{2S+1}}. \tag{25}
\]
The up electron therefore has weight
\[
w=\frac1{2S+1} \tag{26}
\]
in the low-energy multiplet, and \(1-w\) in the multiplet higher by the Hund splitting \(D\). The classical limit \(S\to\infty\) has \(w=0\).

Keep all other core spins in their original states. Let the uniform free-carrier state have amplitude \(\alpha\) on A, and \(\beta_1,\beta_2\) in the low and high multiplets on B. Six neighbours contribute to each equation:
\[
\begin{aligned}
E\alpha&=-6t(\sqrt w\,\beta_1+\sqrt{1-w}\,\beta_2),\\
E\beta_1&=-6t\sqrt w\,\alpha,\\
(E-D)\beta_2&=-6t\sqrt{1-w}\,\alpha.
\end{aligned}\tag{27}
\]
Eliminating \(\beta_1\) and \(\beta_2\) gives
\[
E=36t^2\left(\frac wE+\frac{1-w}{E-D}\right), \tag{28}
\]
whose lowest root is wanted. For \(D\to\infty\) it is \(-6t\sqrt w\): quantum core spins let the carrier move even at infinite Hund coupling.

Take \(D=3\) eV. For classical spins (28) becomes \(E^2-DE-36t^2=0\), and
\[
E=1.5-\sqrt{1.5^2+36(0.2)^2}=-0.421\ {\rm eV}. \tag{29}
\]
For \(S=3/2\), \(w=1/4\) and the root is \(-0.761\) eV. The table compares these energies with droplets solved in the same restricted model, in a periodic box 12 spacings wide, with droplet radii up to \(3a\).

| Core spins | Free carrier (eV) | Best reversed number | Droplet minus free (eV) |
|---|---:|---:|---:|
| Classical | −0.421 | 6 | −0.229 |
| Quantum | −0.761 | 1 | +0.025 |

With classical spins the droplet remains bound. With quantum spins it does not: every droplet tried costs energy, and the least costly has a single reversed spin. That reversal costs \(2\epsilon=27\) meV and returns about 2 meV of carrier energy in this box. The return is a finite-size effect, because one reversed spin cannot bind the carrier here. To see this, eliminate the B amplitudes. An ordinary B site then contributes \(t^2g\), with \(g=w/E+(1-w)/(E-D)\), to the two-step hopping between its A neighbours, and the reversed site contributes \(t^2/E\). With \(s=2(\cos k_xa+\cos k_ya+\cos k_za)\) and \(\langle\dots\rangle\) an average over \(\mathbf k\), a bound state needs
\[
t^2\left(\frac1E-g\right)\left\langle\frac{s^2}{E-t^2g\,s^2}\right\rangle=1 .
\]
Below the free-carrier energy the left side is largest at that energy, where \(E=36t^2g\) and it equals \([1/(gE)-1]\,\langle s^2/(36-s^2)\rangle\). The first factor is 1.49. The second is \(6\langle1/(6-s)\rangle-1=0.52\), using the simple cubic average \(\langle1/(6-s)\rangle=0.253\). The product is 0.77, less than 1, so in a large crystal the carrier spreads out and the return tends to zero. The stationary radius in (22) then describes no self-trapped state.

Leakage also leaves less energy to be gained. No carrier in this model can lie below the ferromagnetic band bottom, \(-1.200\) eV. A droplet can therefore lower the carrier by at most \(1.200-0.421=0.779\) eV in the classical case, but by at most \(1.200-0.761=0.439\) eV in the quantum case.

With \(t\), \(D\) and \(S\) held fixed, lowering \(J\) makes a droplet cheaper. Among the droplets tried, binding first appears at \(t/\epsilon=23.2\), or \(J=0.64\) meV. The corresponding classical threshold is 2.85. The restricted model omits core-spin deviations left behind by the moving carrier. These can lower both energies being compared, so the sign of a difference as small as 25 meV is a result of this model and not a bound.

**Charge, temperature and field**

A charged donor attracts the carrier, and the lattice polarizes around it. In Gaussian units, for the hard-wall density \(\rho=|\psi|^2\) centred on the donor, the two energies are
\[
E_{\rm d}=-\frac{e^2}{\kappa_0}\left\langle\frac1r\right\rangle,\qquad
E_{\rm p}=-\frac{e^2}{2}\left(\frac1{\kappa_\infty}-\frac1{\kappa_0}\right)
\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'. \tag{30}
\]
Here \(\kappa_0\) and \(\kappa_\infty\) are the static and optical dielectric constants. The factor \(1/2\) in \(E_{\rm p}\) arises because the elastic cost of a linear polarization cancels half of its attraction. A slow lattice that follows the carrier's average density is assumed.

With \(\kappa_0=20\) and \(\kappa_\infty=5\), the magnitudes at \(R_0\) are 0.234 and 0.257 eV, comparable with the continuum binding. Bulk dielectric constants are only a rough guide at a radius below two lattice spacings. Both scale as \(1/R\). Writing their sum as \(-C/R\) adds \(C/R^2\) to (9), and multiplication by \(R^3\) gives
\[
R^5=R_0^5\left(1-\frac{CR}{2\pi^2ta^2}\right). \tag{31}
\]
The one-fifth law is thus modified, and the correction grows with radius. For this fixed density shape \(R\) cannot exceed \(2\pi^2ta^2/C\), which is about 1.7 nm here with both terms and 3.3 nm with polarization alone. That ceiling is not physical: as \(J\) falls, the carrier can stay compact while the ferromagnetic region around it keeps growing. Equation (31) should therefore be used only well below this length. The donor alone reduces the radius to 0.72 nm, polarization alone to about the same value, and both together to 0.68 nm. A shift of 10 percent in radius accompanies a large shift in energy. A donor may therefore bind a droplet that a free carrier cannot form. Deciding this requires the electrostatic and leakage terms in one calculation, including the energy of a donor-bound carrier without reversed spins.

Thermal motion of the radius follows from (12). If \(R\) is treated as a classical coordinate, \(\tfrac12E''\langle(\Delta R)^2\rangle=\tfrac12k_BT\), and at 20 K
\[
\frac{\Delta R}{R_0}=\sqrt{\frac{k_BT}{10K}}
=\sqrt{\frac{0.00172}{5.61}}=1.8\%. \tag{32}
\]
This measures the stiffness of the hard-wall continuum droplet. A real lattice droplet changes by whole spins.

Loss of magnetic order is more serious. In mean field, six neighbours of average spin \(\langle S\rangle\) act on each spin with an exchange field of magnitude \(6J\langle S\rangle\). The small-field response is \(\langle S\rangle=S(S+1)\,6J\langle S\rangle/(3k_BT)\), so order appears at
\[
k_BT_N=2JS(S+1)=7.5\ {\rm meV},\qquad T_N=87\ {\rm K}. \tag{33}
\]
At room temperature the ordered background assumed in (8) is absent.

A local field of 1 MV/cm gives \(eFR_0=0.075\) eV, against a gap of 0.586 eV to the first excited level. The first-order shift vanishes by inversion symmetry. The second-order lowering is at most \((eF)^2\langle z^2\rangle\) divided by the gap. The lowest level has \(\langle z^2\rangle=0.094R_0^2\), so this bound is about 0.9 meV. For the lattice droplet with six reversed spins the gap is \((\sqrt{15}-\sqrt5)\,t=0.327\) eV, and the same bound is about 1.9 meV. The field therefore distorts the hard-wall droplet weakly, though this says nothing about its motion through the crystal.

**Relation to manganite memory oxides**

The example lies in the rough regime of lightly electron-doped antiferromagnetic manganite perovskites, a family studied for resistive switching. Their manganese spacing is a little below 0.4 nm, the core spin is near \(3/2\), and ordering temperatures are of order 100 K; the hopping, Hund splitting and dielectric constants used here are rough choices. Real carriers occupy two orbitals with direction-dependent hopping, couple to Jahn–Teller distortions, and can cant the spins instead of reversing them. None of these effects is sized here. Without a donor or lattice polarization, quantum leakage decides whether the droplet forms in the example: with classical core spins the best one lies 0.229 eV below the free carrier, while with quantum spins every one tried lies above it. A device at room temperature breaks the assumption of magnetic order altogether, so 0.75 nm should not be used as its polaron radius. For a cold, ordered antiferromagnet in which all nearest neighbours are antiparallel and the carrier has a single isotropic band, (10) gives the leading size when \(R_0\gg a\), the electrostatic terms are weak enough that \(CR_0\ll2\pi^2ta^2\), and a separate comparison with the free carrier shows that the droplet is bound. Leakage moves the effective wall further out than in the hard-wall model, so at radii of a few spacings the droplet tends to fall below (10) by more than the hard-wall correction; because a lattice droplet changes by whole shells, the best one can still coincide with the hard-wall one, as in the classical row of the table. In a polar oxide the first two conditions can conflict, because the electrostatic correction in (31) grows with radius. The numerical output below lists the main values behind these comparisons.

## Computed values

```
Continuum numerical exponent: 0.20000
Stability threshold t/eps, continuum: 7.923
Threshold radius R/a: 1.656
Bond-sum cost / continuum cost: 1.0019
Lattice wall shift d/a: 0.512
Scatter of wall shift d/a: 0.019
Lattice fit range t/eps: 300 to 20000
Lattice exponent, raw radius: 0.2149
Lattice exponent, wall-corrected: 0.2024
Lattice/formula radius, low quarter: 0.915
Lattice/formula radius, high quarter: 0.953
Corrected lattice/formula radius: 0.993
Input a: 0.40 nm
Input t: 0.200 eV
Input J: 1.00 meV
Input S: 1.5
Input Hund splitting: 3.0 eV
Input dielectric constants: 20, 5
Input temperature: 20 K
Band mass: 1.191 electron masses
Exchange cost eps: 13.50 meV per site
Ratio t/eps: 14.815
Droplet radius R0/a: 1.877
Droplet radius R0: 0.751 nm
Sites in continuum droplet: 27.7
Reversed spins, continuum: 13.8
Band-bottom energy -6t: -1.200 eV
Confinement energy: 0.5605 eV
Exchange energy: 0.3737 eV
Total energy, continuum: -0.2658 eV
Hard-wall lattice reversed spins: 6
Hard-wall lattice radius R/a: 1.420
Hard-wall lattice total energy: -0.6126 eV
Free carrier, classical leakage: -0.4209 eV
Best reversed spins, classical leakage: 6
Droplet minus free, classical: -0.2286 eV
Critical t/eps, classical leakage: 2.85
Free carrier, quantum leakage: -0.7605 eV
Best reversed spins, quantum leakage: 1
Droplet minus free, quantum: 0.0251 eV
Critical t/eps, quantum leakage: 23.20
Critical J, quantum leakage: 0.639 meV
Donor attraction at R0: 0.234 eV
Polarization energy at R0: 0.257 eV
Radius with donor: 0.718 nm
Radius with polarization: 0.715 nm
Radius with both: 0.679 nm
Thermal energy: 1.723 meV
Thermal radius spread: 1.75 percent
Mean-field Neel temperature: 87.0 K
Gap to first excited level: 0.586 eV
Field energy eFR0 at 1 MV/cm: 0.0751 eV
```
